Direct Ion Flux at the Floor Centre of a Trench

## First half: the transmission law

### 1. What goes wrong without it

In directional atomic layer etching, one step modifies the top layer of a surface and a second step removes that layer with ions. Suppose that the ion step is timed on an open, flat surface and the same time is then used for a trench 40 nm wide and 400 nm deep. The ions have an angular standard deviation of 2.56°. Seen from the centre of the trench floor, the mouth extends 2.86° to either side of the vertical. Since 2.56° is less than 2.86°, one might conclude that nearly all the ions arrive.

They do not. For straight flight and absorbing walls, the floor centre receives 74% of the open-surface flux. A standard deviation is not the edge of a distribution: a good part of a Gaussian lies beyond it. If the missing quarter is ignored, the floor receives too small a dose and part of the modified layer can remain. What is needed is a law that turns the angular spread and the trench shape into a flux.

The law is

F = erf[1/(2√2 A s)].

Here A is the depth of the trench divided by its width, and s is the standard deviation of the ion angle in the plane across the trench, in radians. F is the directly transmitted flux at the floor centre divided by the flux on an open horizontal surface. The error function is defined by

erf(z) = (2/√π) ∫₀ᶻ exp(−y²) dy.

### 2. The model and its conventions

The trench has vertical walls, width w and depth h, so

A = h/w.

It is so long that its ends play no part. Let x run across the trench, with x = 0 midway between the walls. Let z point downwards, with z = 0 at the mouth and z = h at the floor.

Four assumptions define the model.

1. Ions cross the plane of the mouth with the same flux and the same angular distribution at every x.
2. Inside the trench they move in straight lines.
3. An ion that touches a wall is lost.
4. The angular distribution is centred on the vertical and is narrow, s ≪ 1.

The in-plane angle α is the angle between the vertical and the ion's path as projected on the x–z plane. In terms of the velocity components,

tan α = vₓ/v_z.

The velocity component along the trench does not appear. An ion may travel some way along the trench while it falls, but this brings it no nearer to a side wall.

One more convention matters. An angular distribution can describe the ions present in a volume, or the ions that cross a surface in a given time. Here it describes the second group: g(α) dα is the fraction of the ions crossing a horizontal surface whose in-plane angle lies between α and α + dα. The factor v_z that turns a density into a flux is therefore already contained in g. With this choice,

g(α) = [1/(√(2π) s)] exp[−α²/(2s²)].

Strictly, α ends at ±π/2 while a Gaussian has no end. The part cut off is of order exp[−π²/(8s²)], which is negligible for s ≪ 1.

### 3. Which rays reach the floor centre

Let an ion cross the mouth at x₀ with slope u = tan α. Its position at depth z is

x(z) = x₀ + u z.

It lands at the floor centre if x(h) = 0, which requires

x₀ = −u h.

The ion must have entered through the mouth, so |x₀| < w/2. Therefore

|u| h < w/2,

and division by h gives

|u| < w/(2h) = 1/(2A).

It remains to be shown that such an ion does not touch a wall on the way. Its position moves steadily from x₀ to 0, so |x(z)| never exceeds |x₀|, which is less than w/2. The condition at the mouth is thus sufficient as well as necessary. Call the limiting slope

a = 1/(2A).

The floor centre accepts directions with |tan α| < a, that is, |α| < arctan a.

### 4. From accepted directions to a flux

Let Γ be the ion flux on an open horizontal surface. Imagine first that the walls are absent. Ions with angles between α and α + dα form a uniform parallel stream, and their contribution to the flux is Γ g(α) dα. A uniform stream displaced sideways is still uniform, so this contribution is the same at depth h as at the mouth.

Now restore the walls. At the floor centre, a stream with |α| < arctan a arrives in full, and any other stream is blocked. The flux there is the sum over the accepted streams:

Γ_floor = Γ ∫ g(α) dα, from −arctan a to +arctan a.

Dividing by Γ and using the symmetry of g gives

F = [2/(√(2π) s)] ∫₀^{arctan a} exp[−α²/(2s²)] dα.

Substitute α = √2 s y, so that dα = √2 s dy. The prefactor becomes

2√2 s/(√(2π) s) = 2/√π,

and the upper limit becomes arctan a/(√2 s). Hence

F = erf[arctan(a)/(√2 s)].

For a narrow trench arctan a is close to a. Replacing one by the other,

F = erf[a/(√2 s)] = erf[1/(2√2 A s)].

This is the stated law. The factor 2 in the denominator comes from the half-width of the mouth, and the √2 comes from the exponent of the Gaussian.

If the slope u, rather than the angle α, is Gaussian with standard deviation s, the limits of the integral are ±a from the start. No small-angle replacement is then needed, and the law is exact within the four assumptions.

### 5. How good the small-angle step is

The replacement of arctan a by a looks as if it needed a deep trench. In fact a narrow beam is enough.

The replacement enlarges the accepted range on each side, from arctan a to a. For small a,

a − arctan a ≈ a³/3.

The error in F is the probability in these two extra strips. To leading order it is twice the density at a times the strip width:

ΔF ≈ 2 · [1/(√(2π) s)] exp[−a²/(2s²)] · a³/3
   = √(2/π) · [a³/(3s)] exp[−a²/(2s²)].

Write a = t s. Then

ΔF ≈ √(2/π) · (s²/3) t³ exp(−t²/2).

The trench shape now enters through t alone. The derivative of t³ exp(−t²/2) is

(3t² − t⁴) exp(−t²/2),

which vanishes at t = √3. There t³ = 3√3, so the largest error is

ΔF_max ≈ √(2/π) · √3 · exp(−3/2) s² = √(6/π) exp(−3/2) s² ≈ 0.31 s².

This is the leading term for small s. It holds for shallow trenches too, because there the mouth accepts practically the whole beam: a and arctan a both lie far out in the tail of the Gaussian, and both forms of F are close to 1.

### 6. Where the angular spread comes from

A simple model relates s to two energies. Let the ions reach the surface with directed energy E, so that

E = m v_z²/2,

where m is the ion mass. Let their sideways velocities have a Maxwell distribution with temperature T, expressed as an energy. One component carries the mean energy T/2:

m⟨vₓ²⟩/2 = T/2, and so ⟨vₓ²⟩ = T/m.

From the directed energy, v_z² = 2E/m. For a single value of v_z the slope vₓ/v_z is Gaussian, with variance

s² = ⟨vₓ²⟩/v_z² = (T/m)/(2E/m) = T/(2E).

Therefore

s = √[T/(2E)].

The ion mass has cancelled. At given T and E a light ion and a heavy ion have the same angular spread. In terms of these energies the argument of the error function is

1/(2√2 A s) = [1/(2√2 A)] √(2E/T) = √(E/T)/(2A),

so that

F = erf[√(E/T)/(2A)].

At fixed T, doubling the trench depth at constant width requires four times the ion energy if F is to stay the same. This concerns transmission alone; a higher energy may damage the surface or remove material below the modified layer.

The temperature T here describes the sideways motion of the ions as they reach the wafer. It need not equal the gas temperature, since collisions and fields above the wafer can add sideways motion.

### 7. A worked trench

Take round values in the rough regime of the argon-ion removal step in silicon atomic layer etching:

E = 50 eV, T = 0.2 eV, w = 40 nm, h = 400 nm.

The aspect ratio is A = 400/40 = 10. The angular spread is

s = √[0.2/(2 × 50)] = √0.002 = 0.0447 rad = 2.56°.

The limiting slope is

a = 1/(2 × 10) = 0.0500,

which corresponds to an angle of 2.86°. The argument of the error function is

a/(√2 s) = 0.0500/(1.4142 × 0.04472) = 0.7906,

and therefore

F = erf(0.7906) = 0.736.

About 74% of the open-surface flux reaches the floor centre directly. The other 26% would have to arrive along straight paths that start outside the mouth, and the solid beside the trench blocks these. In the model of section 6 the slope is Gaussian and no small-angle step is needed. If instead the angle is Gaussian with this s, the largest small-angle error, whatever the aspect ratio, is about 0.0006 in F. The uncertainty of the inputs matters far more, as the second half shows.

### 8. One component or the full polar angle

The symbol s belongs to one transverse component. Let β be the corresponding small angle in the vertical plane along the trench. For small angles the polar angle θ from the vertical obeys

θ² ≈ α² + β².

If both components have variance s², the mean of θ² is 2s², and the root-mean-square polar angle is √2 s. Inserting that value in place of s would make the beam appear too wide and F too small.

A full width at half maximum must also be converted. The in-plane Gaussian falls to half its peak when

exp[−α²/(2s²)] = 1/2, or α = √(2 ln 2) s.

The full width is twice this, 2√(2 ln 2) s ≈ 2.35 s.

### 9. A beam described per unit solid angle

Suppose instead that the beam intensity per unit solid angle varies as exp[−θ²/(2s²)]. The flux on a horizontal surface then carries a factor cos θ. Does the same law follow?

Let p and q be the slopes across and along the trench, and let r = tan θ, so that r² = p² + q². The flux element, with azimuth φ, is proportional to

exp[−θ²/(2s²)] cos θ sin θ dθ dφ.

Since dr = dθ/cos²θ and sin θ = r cos θ,

cos θ sin θ dθ = r cos⁴θ dr = r dr/(1 + r²)².

The area element in the slope plane is dp dq = r dr dφ. The density in that plane is therefore proportional to

exp[−θ²/(2s²)]/(1 + r²)².

For small r, θ = r − r³/3 and θ² = r² − 2r⁴/3. To the first correction, the density is

exp[−r²/(2s²)] · [1 + r⁴/(3s²) − 2r²].

The leading factor is a product of two Gaussians, one in p and one in q. Integrating over q leaves a Gaussian in p with standard deviation s, and the law follows at leading order.

The correction can also be found. Put p = sX and q = sY. The bracket becomes

1 + s²[(X² + Y²)²/3 − 2(X² + Y²)].

Average over Y, using ⟨Y²⟩ = 1 and ⟨Y⁴⟩ = 3. The coefficient of s² becomes

(X⁴ + 2X² + 3)/3 − 2X² − 2 = X⁴/3 − 4X²/3 − 1.

Its average over X is 1 − 4/3 − 1 = −4/3. Normalizing the distribution subtracts this average, which leaves

(X⁴ − 4X² + 1)/3.

Let G(X) = exp(−X²/2)/√(2π). Because G′ = −X G,

d/dX[(X − X³)G] = (1 − 3X² − X² + X⁴)G = (X⁴ − 4X² + 1)G.

Integrating from −t to t, with t = a/s, gives the change in F:

δF = (2/3) s² t(1 − t²) G(t).

It is negative for t > 1 and positive for t < 1. With s = 0.0447 and A = 5, we have t = 2.24 and δF ≈ −0.0004. Numerical integration over the solid angle gives F = 0.9743, against 0.9747 from the law. At A = 10 both round to 0.7364. For a beam this narrow, the choice between the two descriptions hardly matters.

## Second half: other positions, design and real walls

### 10. Symbols and results carried over

A trench has width w, depth h and aspect ratio A = h/w. The limiting slope for the floor centre is a = 1/(2A). The in-plane ion angle, equal to the slope u for small angles, is Gaussian with standard deviation s, and s = √[T/(2E)] for transverse temperature T and directed energy E. For straight flight and absorbing walls, the flux at the floor centre relative to an open surface is

F = erf[a/(√2 s)] = erf[1/(2√2 A s)].

The worked trench has E = 50 eV, T = 0.2 eV, w = 40 nm and h = 400 nm. This gives A = 10, a = 0.0500, s = 0.0447 and F = 0.736.

### 11. Away from the centre, and a tilted beam

For an ion landing at floor position x, the straight path gives x₀ = x − u h. The mouth condition −w/2 < x − u h < w/2 becomes

x/h − a < u < x/h + a.

The accepted window keeps its width 2a, but its centre moves to x/h. The probability that a Gaussian variable lies between 0 and b is (1/2)erf[b/(√2 s)], and erf is odd. Hence

F(x) = (1/2){erf[(a + x/h)/(√2 s)] + erf[(a − x/h)/(√2 s)]}.

At x = 0 the two terms are equal and the earlier law returns. To see how F changes, let c = x/h and differentiate:

dF/dc = g(a + c) − g(a − c),

where g is the Gaussian density. For positive a and c, |a + c| is greater than |a − c|, so the derivative is negative. The flux is greatest at the centre and falls towards both walls.

At the foot of a wall x = w/2, so x/h = a. The second term vanishes, and

F_edge = (1/2) erf[2a/(√2 s)].

For the worked trench this is 0.487. The floor edge receives about half the open-surface flux, while the centre receives 74%. In this model the floor is therefore not evenly exposed.

A small beam tilt c in the plane across the trench has the same effect at the floor centre. The mean slope is then c, and the window from −a to a is displaced by −c relative to the beam. The formula above applies with x/h replaced by c. A tilt of 0.5° lowers F from 0.736 to 0.727. The first-order change is zero because the window and the untilted beam are both symmetric about the vertical: what is lost on one side is, to that order, gained on the other.

### 12. Wide and narrow beams

F depends on the product A s. Two trenches with different aspect ratios have the same F if their beams differ in inverse proportion.

When A s is small, the mouth accepts almost the whole beam and F approaches 1. When A s is large, use the series

erf(z) = (2/√π)(z − z³/3 + …), with z = 1/(2√2 A s).

The first factor is

2z/√π = 1/(√(2π) A s),

and the relative correction is

−z²/3 = −1/(24 A² s²).

Thus, for A s ≫ 1 but still s ≪ 1,

F ≈ [1/(√(2π) A s)] · [1 − 1/(24 A² s²)].

The mouth now selects a narrow slice of the beam near its peak. The width of the slice is 2a = 1/A, and the peak density is 1/(√(2π) s). Their product is the leading term.

With s held at 0.0447, the law gives

A = 5: F = 0.975
A = 10: F = 0.736
A = 20: F = 0.424
A = 40: F = 0.220

The last doubling of A nearly halves the flux, as the wide-beam limit requires. The first doubling costs less in proportion.

### 13. Choosing an aspect ratio or an exposure

Let erfinv be the inverse of erf. Solving the law for A gives

A = 1/[2√2 s erfinv(F)].

If F must be at least 0.9 and s = 0.0447, the greatest aspect ratio is 6.8. Half transmission occurs at A s = 0.741. These rules hold for direct flux at the floor centre, with straight flight and absorbing walls.

The exposure time follows from a simple removal law. Let N be the fraction of the modified layer still present, and let each unit of ion dose remove the same fraction K of what remains. On the trench floor,

dN/dt = −K Γ F N,

with the solution

N = exp(−K Γ F t), if N = 1 at t = 0.

On an open surface F is replaced by 1. The same remaining fraction is reached when F t_floor = t_open, so

t_floor/t_open = 1/F.

For the worked trench this is 1/0.736 = 1.36. The floor centre needs 36% more time than the open surface, provided that K is the same in both places and direct ions do all the work. The foot of each wall, where the flux fraction is 0.487, needs about twice the open-surface time, so clearing the whole floor takes longer still. The open surface meanwhile receives the longer exposure too, so the removal must stop by itself once the modified layer is gone.

### 14. A round hole is more demanding

Consider a round hole whose depth divided by its diameter is A. An ion reaches the centre of its floor if its full slope, and not just one component, is less than a. For a narrow beam with independent transverse components of variance s², the distribution of r = √(p² + q²) is

(r/s²) exp[−r²/(2s²)] dr.

The accepted fraction is

F_hole = ∫₀ᵃ (r/s²) exp[−r²/(2s²)] dr.

The integrand is the derivative of −exp[−r²/(2s²)], so

F_hole = 1 − exp[−a²/(2s²)] = 1 − exp[−1/(8A²s²)].

With A = 10 and s = 0.0447 this is 0.465, against 0.736 for the trench. The hole restricts two components of the motion, whereas the long trench restricts one. For A s ≫ 1 the hole transmits approximately 1/(8A²s²), which falls as the inverse square of A.

### 15. When ions reflect from the walls

The law counts direct ions. Suppose instead that walls reflect ions like mirrors and that a fraction R survives each bounce. Other ions then reach the floor centre after one or more reflections.

Replace each reflection by a mirror image of the trench, so that the broken path becomes a straight line. Traced back from the floor centre, a path of slope u reaches the level of the mouth at sideways distance |u|h. It ends in image trench number n if the end point lies within w/2 of n w. It has then crossed |n| walls. Dividing these distances by h, the slope must lie in a window of half-width a centred on n/A. Let Pₙ be the Gaussian probability of that window. Then

F_R = Σ R^|n| Pₙ, summed over all integers n.

The term n = 0 is the direct fraction F. For R = 1 the windows cover all slopes without gaps, and the sum is 1: perfect mirrors restore the whole flux. For the worked trench,

R = 0.5: F_R = 0.868
R = 0.9: F_R = 0.974

The direct fraction is thus not the total ion flux when the walls reflect. Nor is F_R a removal rate, because a reflected ion may have lost energy. The formula also takes R to be the same at every angle of impact.

### 16. When a voltage appears between the walls

If the walls are insulating, they can charge. Only a difference between the two walls is treated here; charge that varies with depth, which can also slow the ions, is left out. Let a voltage U between the walls produce a uniform sideways field U/w. The flight time is h/v_z, and the sideways acceleration is eU/(m w), where e is the elementary charge. The displacement at the floor is

δ = (1/2)[eU/(m w)](h²/v_z²).

Since m v_z² = 2E, this becomes

δ = eU h²/(4 w E).

Division by h gives the shift in slope:

δ/h = U A/(4E),

with U in volts and E in electronvolts. An ion that lands at the centre now satisfies x₀ = −(u h + δ), so the window of accepted slopes is displaced by −δ/h. The result of section 11 applies with x/h replaced by δ/h.

The curved path must also stay clear of the walls. It bends towards positive x, so it lies below the straight line from x₀ to 0 and above each of its tangents. For u ≥ 0 the tangent at the mouth keeps it above x₀. For u < 0 its slope at the floor is less than 2δ/h, and the tangent there keeps it above −2δ. The condition 2δ ≤ w/2 is therefore sufficient.

For U = 0.2 V,

δ/h = 0.2 × 10/(4 × 50) = 0.010.

Hence δ = 4 nm, and 2δ = 8 nm is less than the half-width of 20 nm. The flux fraction falls to 0.725. This voltage is small, and the effect grows quickly: tracing the curved paths, with ions lost at the walls, gives F = 0.665 at 0.5 V, 0.487 at 1 V and about 0.09 at 2 V. The shift compared with the half-window is

(δ/h)/a = U A²/(2E),

so at fixed voltage and energy this ratio grows as the square of the aspect ratio.

### 17. When the walls attract the ion

Even an uncharged metal wall attracts an ion, because the ion draws opposite charge to the nearby surface. For one flat metal wall at distance d, the induced charge acts like a charge −e at distance 2d. The attraction is e²/(16πε₀d²), where ε₀ is the electric constant.

For two walls the images repeat. Put the walls at 0 and w and the ion at d. The negative images are at −d + 2nw for all integers n. The positive images are at d + 2nw with n ≠ 0, and their forces cancel in pairs. The remaining force towards the wall at w is

f(d) = [e²/(16πε₀)] Σ {1/[(m + 1)w − d]² − 1/(m w + d)²},

summed over m = 0, 1, 2, …. It vanishes midway between the walls. Elsewhere it points to the nearer wall.

To find the floor flux, trace trajectories back from the floor centre. With v_z unchanged, motion in the sideways position and velocity preserves phase-space density. Each floor slope therefore carries the Gaussian weight of the slope it had at the mouth, and F is the integral of this weight over the floor slopes whose paths avoid the walls.

The sign of the effect follows at once. Traced upwards, a path that leaves the centre is pulled further outwards all the way. Fewer floor slopes lead back to the mouth, and those that do have larger mouth slopes, where the Gaussian is lower. Both changes reduce F.

The size was found by stepwise integration of the paths for the worked trench, with ions counted as lost within 0.3 nm of a wall. With this loss but no force, F = 0.729. With the force of perfect metal walls, F = 0.594. The attraction removes about 18% of the flux that would otherwise arrive. For this trench that is a large change.

In units of w for the sideways position and of the flight time for time, the acceleration is proportional to

[e²/(16πε₀)] A²/(2E w).

At fixed A and E a narrower trench is more strongly affected. The calculation assumes that the ion keeps its charge down to 0.3 nm, that the walls respond at once as perfect metals, and that the force begins at the mouth. It is an estimate of sensitivity, not a prediction for silicon walls. The result hardly depends on the 0.3 nm cut, but the other assumptions change its second digit: with no force over the top trench width F is about 0.63, and with thick dielectric walls of relative permittivity 11.7 or 3.9 it is about 0.61 or 0.64.

### 18. The model beside a real etch step

An ion energy of some tens of electronvolts and a gas pressure of some millitorr are rough working values for an argon removal step on silicon. The transverse temperature is much less certain. With the other inputs fixed, T = 0.1 eV gives F = 0.886 and T = 0.4 eV gives F = 0.571. A uniform spread of ion energies from 40 to 60 eV matters little: averaging F over it gives 0.735. A much wider spread matters more: an energy varying sinusoidally between 10 and 90 eV gives 0.685. Collisions above the wafer can matter more. At 10 mTorr and 300 K, with a rough collision cross-section of 10⁻¹⁸ m², the mean free path is 3.1 mm. In an accelerating layer 0.3 mm thick, as can form under a dense plasma (a thinner plasma has a thicker layer and more collisions), a fraction 1 − exp(−0.3/3.1), or about 9%, of the ions collide. If none of these reached the floor centre and the others kept their distribution, F would be 0.736 × 0.908 ≈ 0.67. Real walls also break the assumptions of complete absorption and straight flight. In the estimates above, each made with the other effects left out, reflection with R = 0.9 raises F to 0.974, metal-wall attraction lowers it to 0.594, and a difference of 1 V between insulating walls lowers it to 0.487. How these effects combine has not been computed here. The value 0.74 is therefore the result of a clear geometrical model, and for a trench this narrow it should not be taken as the measured floor flux.
